# Heralded Second-Order Correlation of a Single-Mode Pair Source with Threshold Herald: a numerical check

```python
"""Heralded second-order correlation of a single-mode photon-pair source.

Result under test: for a noise-free threshold herald of efficiency eta,
    g2_h = <n(n-1)>_h / <n>_h^2 = 2 (2 - eta) mu + O(mu^2),
where mu is the mean number of pairs per pulse before heralding, n is the
signal photon number and _h means "given a herald click".
Also tested: the closed form at any mu, and bounds on the linear law.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import binom, poisson


def pair_distribution(mu, size=500):
    n = np.arange(size)
    return (mu / (1 + mu)) ** n / (1 + mu)


def herald(prob, eta, noise=0.0):
    """Return click probability and signal distribution given a click."""
    n = np.arange(len(prob))
    weight = prob * (1 - (1 - noise) * (1 - eta) ** n)
    return weight.sum(), weight / weight.sum()


def g2(prob):
    n = np.arange(len(prob))
    return (n * (n - 1) * prob).sum() / (n * prob).sum() ** 2


def g2_sum(mu, eta):
    return g2(herald(pair_distribution(mu), eta)[1])


def g2_closed(mu, eta):
    top = 2 - eta + 3 * mu + 3 * eta * mu**2 + eta**2 * mu**3
    return 2 * mu * top / (1 + 2 * mu + eta * mu**2) ** 2


def two_mode_source(mu, purity, size=500):
    """Total pair number of two Schmidt modes with the given purity."""
    share = (1 + np.sqrt(2 * purity - 1)) / 2
    first = pair_distribution(mu * share, size)
    second = pair_distribution(mu * (1 - share), size)
    return np.convolve(first, second)


def add_signal_noise(prob, nu):
    return np.convolve(prob, poisson.pmf(np.arange(30), nu))


def threshold_estimate(prob, eta, arm):
    """Triple-coincidence ratio; each signal detector sees a fraction arm."""
    click, cond = herald(prob, eta)
    n = np.arange(len(prob))
    single = (cond * (1 - (1 - arm) ** n)).sum()
    both = (cond * (1 - 2 * (1 - arm) ** n + (1 - 2 * arm) ** n)).sum()
    return both / single**2, click * both


# Pair statistics from the squeezing generator on the ladder |n,n>.
steps = np.arange(1, 90)
ladder = np.diag(steps, -1) - np.diag(steps, 1)
for mu in (0.02, 0.3):
    squeezed = expm(np.arcsinh(np.sqrt(mu)) * ladder.astype(float))[:, 0]
    assert np.allclose(squeezed**2, pair_distribution(mu, 90), atol=1e-10)

# Chance that a beam splitter of transmission eta loses all n photons.
for eta in (0.2, 0.7):
    for total in range(1, 7):
        k = np.arange(total)
        hop = np.sqrt((k + 1) * (total - k))
        mixer = np.diag(hop, -1) - np.diag(hop, 1)
        out = expm(np.arccos(np.sqrt(eta)) * mixer)[:, total]
        assert abs(out[0] ** 2 - (1 - eta) ** total) < 1e-11

# Closed form, bounds, slope and second coefficient against number sums.
for eta in (0.02, 0.2, 0.5, 0.8, 1.0):
    for mu in (1e-3, 0.02, 0.1, 0.5, 1.0, 5.0):
        value = g2_sum(mu, eta)
        upper = 2 * (2 - eta) * mu
        lower = upper - 2 * (5 - 4 * eta) * mu**2
        assert abs(value / g2_closed(mu, eta) - 1) < 1e-10
        assert lower < value < upper
    small = 1e-4
    assert abs(g2_sum(1e-6, eta) / 1e-6 - 2 * (2 - eta)) < 1e-4
    curvature = (g2_sum(small, eta) / small - 2 * (2 - eta)) / small
    assert abs(curvature + 2 * (5 - 4 * eta)) < 1e-2
# Strong pumping approaches the thermal value 2.
assert abs(g2(herald(pair_distribution(300.0, 20000), 0.5)[1]) - 2) < 0.03

# Signal loss cancels: binomial thinning of the heralded distribution.
cond = herald(pair_distribution(0.1, 60), 0.4)[1]
n60 = np.arange(60)
thinned = binom.pmf(n60[:, None], n60[None, :], 0.3) @ cond
assert abs(g2(thinned) / g2(cond) - 1) < 1e-10

# Leading laws for other heralds, sources and noise, at very low gain.
eta, mu = 0.3, 1e-4
source = pair_distribution(mu, 60)
one_count = source * binom.pmf(1, n60, eta)
resolved = g2(one_count / one_count.sum())
assert abs(resolved / (4 * (1 - eta) * mu) - 1) < 2e-3
estimate = threshold_estimate(source, eta, 0.15)[0]
assert abs(estimate / (2 * (2 - eta) * mu) - 1) < 2e-3
for purity in (0.6, 0.92):
    value = g2(herald(two_mode_source(mu, purity, 60), eta)[1])
    assert abs(value / ((2 - eta) * (1 + purity) * mu) - 1) < 2e-3
clean = g2(herald(source, eta)[1])
noisy = g2(herald(source, eta, 1e-7)[1])
assert abs((noisy / clean - 1) / (1e-7 / (eta * mu)) - 1) < 1e-2
noisy = g2(add_signal_noise(herald(source, eta)[1], 1e-6))
assert abs((noisy - clean) / 2e-6 - 1) < 1e-2


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# Worked example: silicon microring source, rough typical parameters.
mu, eta, transmission = 0.02, 0.2, 0.3
pulse_rate, wavelength, temperature = 50e6, 1550e-9, 300.0
purity, leak, dark_rate, gate = 0.92, 2e-4, 100.0, 1e-9
source = pair_distribution(mu)
click, cond = herald(source, eta)
n = np.arange(len(source))
ideal = g2(cond)
linear = 2 * (2 - eta) * mu
show("mean pairs per pulse mu", mu)
show("herald efficiency eta", eta)
show("signal transmission", transmission)
show("pulse rate", pulse_rate / 1e6, "MHz")
show("wavelength", wavelength * 1e9, "nm")
show("temperature", temperature, "K")
show("P(1) before heralding", source[1], digits=5)
show("P(2) before heralding", source[2], digits=5)
show("click chance for one pair", 1 - (1 - eta))
show("click chance for two pairs", 1 - (1 - eta) ** 2)
show("herald click probability per pulse", click, digits=5)
show("P(1) given a click", cond[1], digits=5)
show("P(2) given a click", cond[2], digits=5)
show("mean n given a click", (n * cond).sum(), digits=5)
show("mean n(n-1) given a click", (n * (n - 1) * cond).sum(), digits=5)
show("g2_h linear law", linear, digits=5)
show("g2_h full number sum", ideal, digits=5)
show("g2_h lower bound", linear - 2 * (5 - 4 * eta) * mu**2, digits=5)
show("linear law excess over full sum", 100 * (linear / ideal - 1), "%")
show("g2_h full sum at eta = 1, same mu", g2_sum(mu, 1.0), digits=5)
one_count = source * binom.pmf(1, n, eta)
show("g2_h one-photon-resolving herald",
     g2(one_count / one_count.sum()), digits=5)
target = 0.05
show("target g2_h", target)
show("largest mu for target, linear law", target / (2 * (2 - eta)))
show("largest mu for target, full sum",
     brentq(lambda m: g2_sum(m, eta) - target, 1e-5, 0.2))
estimate, triple = threshold_estimate(source, eta, transmission / 2)
show("herald rate", pulse_rate * click / 1e3, "kHz")
show("triple coincidence rate", pulse_rate * triple, "Hz")

# Neglected effects. Rough silicon values in SI units.
kerr, tpa, area = 5e-18, 6e-12, 1e-13
group_index, quality, carrier_section = 4.2, 5e4, 1.45e-21
omega = 2 * np.pi * const.c / wavelength
lifetime = quality / omega
path = const.c / group_index * lifetime
gamma = 2 * np.pi * kerr / (wavelength * area)
peak_power = np.sqrt(mu) / (gamma * path)
intensity = peak_power / area
cross_loss = 1 - np.exp(-2 * tpa * intensity * path)
carriers = tpa * intensity**2 * lifetime / (2 * const.hbar * omega)
carrier_loss = 1 - np.exp(-carrier_section * carriers * path)
eta_lossy = eta * (1 - cross_loss) * (1 - carrier_loss)
dark = dark_rate * gate
leak_click = 1 - np.exp(-eta * leak)
energy_ratio = const.hbar * omega / (const.k * temperature)
thermal = 1 / np.expm1(energy_ratio)
mixed = two_mode_source(mu, purity)
all_noise = 1 - (1 - leak_click) * (1 - dark)
combined = g2(add_signal_noise(herald(mixed, eta_lossy, all_noise)[1], leak))


def shift(value):
    return 100 * (value / ideal - 1)


show("Kerr index (rough)", kerr * 1e4, "cm2/W")
show("two-photon absorption (rough)", tpa * 1e11, "cm/GW")
show("mode area (rough)", area * 1e12, "um2")
show("group index (rough)", group_index)
show("loaded quality factor (rough)", quality)
show("carrier cross-section (rough)", carrier_section * 1e4, "cm2")
show("photon lifetime in ring", lifetime * 1e12, "ps", 3)
show("path in one lifetime", path * 1e3, "mm", 3)
show("circulating peak power estimate", peak_power * 1e3, "mW", 3)
show("cross two-photon loss", 100 * cross_loss, "%", 2)
show("carrier density", carriers * 1e-6, "cm-3", 2)
show("free-carrier loss", 100 * carrier_loss, "%", 2)
show("g2_h shift from both losses", shift(g2_sum(mu, eta_lossy)), "%", 2)
show("spectral purity (rough)", purity)
show("g2_h shift from purity", shift(g2(herald(mixed, eta)[1])), "%", 3)
show("leaked photons per pulse and arm", leak)
show("g2_h shift from leaked photons", shift(
    g2(add_signal_noise(herald(source, eta, leak_click)[1], leak))), "%", 3)
show("dark count rate", dark_rate, "Hz")
show("herald gate", gate * 1e9, "ns")
show("g2_h shift from dark counts",
     shift(g2(herald(source, eta, dark)[1])), "%", 2)
show("shift from threshold signal detectors", shift(estimate), "%", 3)
show("photon energy over kT", energy_ratio)
show("thermal photons per mode", thermal, "", 2)
show("g2_h with loss, purity, leak and dark counts", combined)
show("combined g2_h shift", shift(combined), "%", 3)
print("done: every assertion held")
```

Printed output:

```
mean pairs per pulse mu: 0.02
herald efficiency eta: 0.2
signal transmission: 0.3
pulse rate: 50 MHz
wavelength: 1550 nm
temperature: 300 K
P(1) before heralding: 0.019223
P(2) before heralding: 0.00037693
click chance for one pair: 0.2
click chance for two pairs: 0.36
herald click probability per pulse: 0.0039841
P(1) given a click: 0.96501
P(2) given a click: 0.034059
mean n given a click: 1.0359
mean n(n-1) given a click: 0.073818
g2_h linear law: 0.072
g2_h full number sum: 0.068785
g2_h lower bound: 0.06864
linear law excess over full sum: 4.674 %
g2_h full sum at eta = 1, same mu: 0.039216
g2_h one-photon-resolving herald: 0.061299
target g2_h: 0.05
largest mu for target, linear law: 0.01389
largest mu for target, full sum: 0.01435
herald rate: 199.2 kHz
triple coincidence rate: 326.9 Hz
Kerr index (rough): 5e-14 cm2/W
two-photon absorption (rough): 0.6 cm/GW
mode area (rough): 0.1 um2
group index (rough): 4.2
loaded quality factor (rough): 5e+04
carrier cross-section (rough): 1.45e-17 cm2
photon lifetime in ring: 41.1 ps
path in one lifetime: 2.94 mm
circulating peak power estimate: 238 mW
cross two-photon loss: 8 %
carrier density: 5.4e+15 cm-3
free-carrier loss: 2.3 %
g2_h shift from both losses: 1.1 %
spectral purity (rough): 0.92
g2_h shift from purity: -3.83 %
leaked photons per pulse and arm: 0.0002
g2_h shift from leaked photons: 1.5 %
dark count rate: 100 Hz
herald gate: 1 ns
g2_h shift from dark counts: 0.0024 %
shift from threshold signal detectors: -0.144 %
photon energy over kT: 30.94
thermal photons per mode: 3.7e-14
g2_h with loss, purity, leak and dark counts: 0.06796
combined g2_h shift: -1.19 %
done: every assertion held
```
